# Damping a dipole interaction is not damping its dispersion energy

**Q.** I have a damping function $f_6(R)$ that turns the dispersion energy of two atoms from $-C_6/R^6$ into $-f_6C_6/R^6$. Now I want a model of coupled dipoles, so I multiply the dipole tensor by the same $f_6$. Since the energy comes from that tensor, I should recover the same damped pair energy.

**A.** You won't, and the reason shows once the energy is written in terms of the tensor. I use atomic units with $4\pi\varepsilon_0=1$. Let $\mathbf R$ point from atom A to atom B, with unit vector $\mathbf n=\mathbf R/R$. The coupling is

$$V=-\sum_{ij}\mu_{A,i}\,T_{ij}\,\mu_{B,j},\qquad T_{ij}=\partial_i\partial_j\frac1R=\frac{3n_in_j-\delta_{ij}}{R^3}.$$

Parallel dipoles along $\mathbf n$ then have energy $-2\mu_A\mu_B/R^3$, which is attractive, as it should be.

Neither atom has a permanent dipole, so the first-order energy $\langle00|V|00\rangle$ vanishes. The second-order energy is

$$E_2=-\sum_{a,b\neq0}\frac{|\langle ab|V|00\rangle|^2}{\Delta_a+\Delta_b},$$

where $\Delta_a$ and $\Delta_b$ are excitation energies of the free atoms. Your damping factor depends on the distance between the nuclei and not on the electron coordinates. For fixed nuclei it is a number, and it comes out of the matrix element. Replacing $V$ by $fV$ therefore replaces $|\langle ab|V|00\rangle|^2$ by $f^2|\langle ab|V|00\rangle|^2$, and

$$E_2\;\to\;f^2E_2 .$$

Your construction gives $-f_6^2C_6/R^6$.

**Q.** Where does $C_6$ enter? I'd like to see that the $f^2$ multiplies the same coefficient.

**A.** For an isotropic atom, summing over the degenerate states of one excited level gives

$$\sum_{a\in\text{level}}\langle0|\mu_i|a\rangle\langle a|\mu_k|0\rangle=M_a\,\delta_{ik}.$$

Inserting this for both atoms collapses the four tensor indices to two:

$$E_2=-K\sum_{ij}T_{ij}^2=-K\,\mathrm{Tr}\,T^2,\qquad K=\sum_{\text{levels}}\frac{M_aM_b}{\Delta_a+\Delta_b}.$$

The bare tensor has eigenvalue $2/R^3$ along $\mathbf n$ and $-1/R^3$ twice across it. Hence $\mathrm{Tr}\,T^2=(4+1+1)/R^6=6/R^6$, and $C_6=6K$. With $fT$ in place of $T$ the trace becomes $6f^2/R^6$, while $K$, a property of the free atoms, is unchanged.

Take a model in which each atom is a three-dimensional harmonic oscillator with static polarizability $\alpha$ and excitation energy $\omega$. Its dipole connects the ground state to a single level. The static response $\alpha=2M/\omega$ gives $M=\alpha\omega/2$, so

$$C_6=6\,\frac{(\alpha_A\omega_A/2)(\alpha_B\omega_B/2)}{\omega_A+\omega_B}=\frac32\,\frac{\alpha_A\alpha_B\,\omega_A\omega_B}{\omega_A+\omega_B}.$$

I choose round parameters: $\alpha_A=10$ and $\alpha_B=12$ bohr³, $\omega_A=0.5$ and $\omega_B=0.4$ hartree. Then $C_6=1.5\times120\times0.2/0.9=40$ hartree bohr⁶.

**Q.** How much does the extra factor matter at an ordinary distance?

**A.** Put the atoms at $R=6$ bohr. The undamped energy is $-40/6^6$ hartree $=-0.857$ mhartree. For the damping take the Tang–Toennies form

$$f_6=1-e^{-bR}\sum_{n=0}^{6}\frac{(bR)^n}{n!}$$

with $b=1.5$ bohr⁻¹. Then $bR=9$, $f_6=0.793$ and $f_6^2=0.629$.

- On the energy: $0.793\times(-0.857)=-0.680$ mhartree, or $-18.5$ meV.
- On the tensor: $0.629\times(-0.857)=-0.539$ mhartree, or $-14.7$ meV.

The second result is smaller in magnitude by 21% of the first, which is $1-f_6$. The square was tested without the perturbation formula: the normal modes of the two coupled oscillators were computed, and the part of their zero-point energy quadratic in the coupling was extracted.

**Q.** Then the cure is easy. I put $\sqrt{f_6}$ on the tensor, and the two prescriptions are equivalent after all.

**A.** They agree at second order, provided $f_6\ge0$ so that the root is real. The normal modes confirm $-0.680$ mhartree for that choice. The equivalence does not extend to other orders, because the term of order $n$ in $V$ carries $f^n$. Two permanent dipoles held at fixed orientations interact at first order, and their energy takes one factor $f$.

For the two oscillators, reversing the coordinate of A changes the sign of $V$ and leaves the free atoms unchanged. The energy is therefore even in the coupling:

$$E(f)=f^2E_2+f^4E_4+f^6E_6+\dots$$

With $f=\sqrt{f_6}$ the fourth-order term is multiplied by $f_6^2$, whereas a factor placed on the total energy would multiply it by $f_6$.

The fourth-order term is small here but visible. The full coupled energy with the bare tensor is $-0.85941$ mhartree, against $-0.85734$ at second order. With $f_6$ on the tensor the corresponding values are $-0.54025$ and $-0.53943$. The ratio of the two remainders is 0.395, and $f_6^4=0.396$. They need not agree perfectly, since the remainders also contain sixth and higher orders.

**Q.** Perhaps I should avoid choosing a factor for the tensor at all. I can damp the Coulomb potential, $1/R\to g(R)/R$, and derive the tensor from that. Then $T$ becomes $gT$, and by your argument the energy gets $g^2$.

**A.** The step from the potential to the tensor contains two derivatives, and they act on $g$ too. Write $v(R)$ for the damped potential. Since $\partial_iR=R_i/R$, the first derivative is $\partial_iv=v'R_i/R$. Differentiating again,

$$\partial_j\partial_iv=v''\frac{R_iR_j}{R^2}+v'\left(\frac{\delta_{ij}}R-\frac{R_iR_j}{R^3}\right)
=v''\,n_in_j+\frac{v'}R\,(\delta_{ij}-n_in_j).$$

The tensor thus has the eigenvalue $T_\parallel=v''$ along $\mathbf n$ and $T_\perp=v'/R$ across it. Now insert $v=g/R$:

$$v'=\frac{g'}R-\frac g{R^2},\qquad v''=\frac{g''}R-\frac{2g'}{R^2}+\frac{2g}{R^3}.$$

Taking out the bare eigenvalues $2/R^3$ and $-1/R^3$ leaves two damping factors:

$$T_\parallel=\frac{2f_\parallel}{R^3},\quad f_\parallel=g-Rg'+\tfrac12R^2g'';\qquad
T_\perp=-\frac{f_\perp}{R^3},\quad f_\perp=g-Rg'.$$

The energy follows from $E_2=-K\,\mathrm{Tr}\,T^2$ with $K=C_6/6$:

$$E_2=-\frac{C_6}6\,\frac{4f_\parallel^2+2f_\perp^2}{R^6}=-F\,\frac{C_6}{R^6},\qquad F=\frac{2f_\parallel^2+f_\perp^2}3 .$$

**Q.** Could a clever $g$ make the two factors equal, so that I get back a single scalar?

**A.** Not one that varies with distance. Equality requires $\tfrac12R^2g''=0$, so $g=c+dR$ with constants $c$ and $d$. Then $f_\perp=f_\parallel=c+dR-dR=c$, a constant. The bare tensor times a factor that varies with $R$ is therefore not the second derivative of any central potential.

**Q.** What do the derivative terms represent physically? They look like a by-product of the algebra.

**A.** When $g/R$ is the interaction of two smeared charge clouds, the $g''$ term is their overlap. Let A and B have rigid spherical clouds, so that their interaction is central, with normalized densities $\rho_A$ and $\rho_B$, and let $v(\mathbf R)$ be their interaction per unit charge on each. Displace the clouds, of charges $q_A$ and $q_B$, by $\mathbf d_A$ and $\mathbf d_B$. The interaction becomes $q_Aq_Bv(\mathbf R+\mathbf d_B-\mathbf d_A)$. Its part bilinear in the displacements is $-q_Aq_B\sum_{ij}d_{A,i}d_{B,j}\,\partial_i\partial_jv$. With $\boldsymbol\mu=q\mathbf d$ this is the coupling $V$ with the differentiated tensor.

Now take its trace. If $\phi_A$ is the potential of cloud A, then $v(\mathbf R)=\int\rho_B(\mathbf u)\,\phi_A(\mathbf R+\mathbf u)\,d^3u$. Poisson's equation $\nabla^2\phi_A=-4\pi\rho_A$ gives

$$\mathrm{Tr}\,T=\nabla^2v=-4\pi\int\rho_B(\mathbf u)\,\rho_A(\mathbf R+\mathbf u)\,d^3u .$$

In terms of $g$ the same trace is $T_\parallel+2T_\perp=2(f_\parallel-f_\perp)/R^3=g''/R$. The difference between the two factors thus measures the overlap. The bare tensor has zero trace at $R>0$, and so has any scalar multiple of it. A scalar factor can weaken the coupling, but it cannot represent this overlap term.

**Q.** Let me see it for a definite cloud.

**A.** Take spherical Gaussians with standard deviations $a_A$ and $a_B$ along each axis. Their overlap integral is again a Gaussian in $R$, with variance $a_A^2+a_B^2$ per axis. Setting $s^2=2(a_A^2+a_B^2)$, it is $e^{-R^2/s^2}/(\pi^{3/2}s^3)$. Equating $g''/R$ to $-4\pi$ times this gives

$$g''=-\frac{4R}{\sqrt\pi\,s^3}\,e^{-R^2/s^2}\quad\Rightarrow\quad g'=\frac2{\sqrt\pi\,s}\,e^{-R^2/s^2}.$$

The integration constant in $g'$ is zero because $g\to1$ at large $R$. A finite potential at the origin requires $g(0)=0$, so $g=\mathrm{erf}(x)$ with $x=R/s$. Then $Rg'=(2x/\sqrt\pi)e^{-x^2}$ and $\tfrac12R^2g''=-(2x^3/\sqrt\pi)e^{-x^2}$, and

$$f_\perp=\mathrm{erf}\,x-\frac{2x}{\sqrt\pi}e^{-x^2},\qquad
f_\parallel=\mathrm{erf}\,x-\frac{2x}{\sqrt\pi}(1+x^2)e^{-x^2}.$$

With both widths 1.5 bohr, $s=3$ bohr, and $R=6$ bohr means $x=2$. There $g=0.995$, which looks like almost no damping. But $f_\perp=0.954$ and $f_\parallel=0.789$, so

$$F=\frac{2(0.789)^2+(0.954)^2}3\approx0.718 .$$

The shortcut $gT$ gives $-0.849$ mhartree ($-23.1$ meV). The differentiated potential gives $-0.616$ mhartree ($-16.8$ meV). The overlap integral is $1.218\times10^{-4}$ bohr⁻³, and $-4\pi$ times it is $-1.531\times10^{-3}$ bohr⁻³, which agrees with the trace of the numerically differentiated tensor.

This 0.718 should not be ranked against the 0.629 found earlier. The Gaussian widths and the Tang–Toennies parameter were chosen separately, and neither was fitted to the other.

**Q.** How can a half-percent change in the potential remove 28% of the energy?

**A.** The change is small but varies quickly. The factors contain $Rg'$ and $R^2g''$, and each $R\,\partial_R=x\,\partial_x$ acting on $e^{-x^2}$ brings out a factor $-2x^2$. At large $x$, integration by parts gives $1-g\approx\dfrac{e^{-x^2}}{\sqrt\pi\,x}\left(1-\dfrac1{2x^2}\right)$. The tensor factors deviate from one by much more:

$$1-f_\perp\approx\frac{2x}{\sqrt\pi}e^{-x^2},\qquad 1-f_\parallel\approx\frac{2(x^3+x)}{\sqrt\pi}e^{-x^2}.$$

To first order in these deviations,

$$1-F\approx\tfrac43(1-f_\parallel)+\tfrac23(1-f_\perp)\approx\frac{8x^3}{3\sqrt\pi}\left(1+\frac3{2x^2}\right)e^{-x^2}.$$

Dividing by $1-g^2\approx2(1-g)$ gives

$$\frac{1-F}{1-g^2}\approx\frac43x^4\left(1+\frac2{x^2}\right).$$

At $x=2$ the leading term is 21 and the corrected estimate is 32; the computed ratio is 30.2. At $x=20$ the computed ratio exceeds the leading term by 0.5%, as the correction $2/x^2$ requires. For Gaussian clouds, then, the derivative terms dominate the onset of damping.

**Q.** And when the atoms come close?

**A.** There the two expressions differ in kind. Use $\mathrm{erf}\,x\approx(2/\sqrt\pi)(x-x^3/3)$ and $e^{-x^2}\approx1-x^2$. Through order $x^3$,

$$f_\perp\approx\frac2{\sqrt\pi}\left(x-\frac{x^3}3-x+x^3\right)=\frac{4x^3}{3\sqrt\pi}.$$

In $f_\parallel$ the product $(1+x^2)(1-x^2)$ has no $x^2$ term, so

$$f_\parallel\approx\frac2{\sqrt\pi}\left(x-\frac{x^3}3-x\right)=-\frac{2x^3}{3\sqrt\pi}.$$

Therefore

$$F\approx\frac13\left(2\cdot\frac4{9\pi}+\frac{16}{9\pi}\right)x^6=\frac{8x^6}{9\pi},\qquad E_2\to-\frac{8C_6}{9\pi s^6}.$$

The energy stays finite: $-15.5$ mhartree ($-422$ meV) for these parameters. The shortcut has $g^2\approx4x^2/\pi$, so its energy is $-4C_6/(\pi s^2R^4)$, which diverges. The table lists second-order terms only. The coupled oscillators have a stable ground state only while $\sqrt{\alpha_A\alpha_B}\,|T|<1$ for every eigenvalue of $T$. At $R=2$ bohr this quantity is 1.79 for $gT$, so that entry is formal, and 0.24 for the differentiated tensor.

| $R$ (bohr) | $g^2$ | $F$ | $E_2$ from $gT$ (mhartree) | $E_2$ from $g/R$ (mhartree) |
|---:|---:|---:|---:|---:|
| 2 | 0.428 | 0.011 | −267.5 | −6.91 |
| 4 | 0.885 | 0.194 | −8.64 | −1.89 |
| 6 | 0.991 | 0.718 | −0.849 | −0.616 |
| 8 | 1.000 | 0.972 | −0.153 | −0.148 |

**Q.** You found a negative $f_\parallel$. Has the sign of the interaction changed?

**A.** For dipoles along the line of centres, yes. Because $T_\parallel=v''$, the sign changes where the potential has an inflection point, here at $R=2.90$ bohr, or $x=0.968$. At that distance the parallel coupling vanishes, and the second-order energy comes from the two perpendicular components: $F=f_\perp^2/3=0.054$.

At $R=0$ the small-$x$ forms give $T_\parallel=T_\perp=-4/(3\sqrt\pi\,s^3)$. No direction is preferred, and the coupling $V$ is positive for parallel dipoles and negative for antiparallel ones. This matches two concentric clouds of like charge: displaced together they keep their full repulsion energy, while displaced in opposite directions they lower it. The dispersion energy remains negative throughout, since it depends on squares.

**Q.** Suppose I compute $F$ correctly and then use the scalar $\sqrt F$ on the bare tensor. Have I lost anything?

**A.** Not in the second-order energy of two isotropic atoms, which sees the single combination $2f_\parallel^2+f_\perp^2$. The tensor itself is different, and the fourth order notices. Isotropic oscillators separate into three independent pairs along the axes of $T$, so $E_4$ is proportional to $T_\parallel^4+2T_\perp^4$. Let $p=f_\parallel^2$ and $q=f_\perp^2$. Apart from a common factor, the differentiated tensor gives $16p^2+2q^2$. The scalar $\sqrt F$ gives

$$18F^2=2(2p+q)^2=8p^2+8pq+2q^2 .$$

The first minus the second is $8p(p-q)$. It vanishes when $f_\parallel=0$ or $|f_\parallel|=|f_\perp|$, and otherwise it does not. At $R=6$ bohr, $p=0.622$ and $q=0.910$ give 7.85 for the differentiated tensor and 9.28 for the scalar, an excess of 18% relative to the former.

**Q.** So before I use a published damping function, I need to know which object it was made for.

**A.** Yes: the energy, the tensor or the potential. If it was made for the energy, its square root on the tensor reproduces the second-order pair energy. If it was made for the potential, differentiate it and keep both factors.

The results also have limits. If the damping depends on the electron coordinates, it cannot be taken out of the matrix elements, and the $f^2$ rule no longer follows. If it depends on frequency, it does not describe the instantaneous coupling $V$ used here. At short range the finite dipole energy is a property of this model and not the interaction energy of real atoms, because exchange and higher multipoles are left out. The numerical output gives the factors and energies at further distances.

## Values computed for the example and the checks

```
polarizabilities A, B: 10.0, 12.0 bohr^3
oscillator energies A, B: 0.50, 0.40 hartree
cloud widths A, B: 1.50, 1.50 bohr
length s: 3.0000 bohr
C6: 40.0000 hartree bohr^6
example distance R: 6.00 bohr
SCALAR DAMPING AT THE EXAMPLE DISTANCE
Tang-Toennies b: 1.50 bohr^-1; b R: 9.00
f6: 0.79322; f6^2: 0.62920; sqrt(f6): 0.89063
undamped second-order energy: -0.85734 mhartree = -23.329 meV
f6 on the energy: -0.68006 mhartree = -18.505 meV
f6 on the tensor (normal modes): -0.53943 mhartree = -14.679 meV
sqrt(f6) on the tensor (normal modes): -0.68006 mhartree = -18.505 meV
full coupled energy, bare tensor: -0.85941 mhartree
full coupled energy, f6 on tensor: -0.54025 mhartree
ratio of the two full energies: 0.62863
ratio of parts beyond second order: 0.39516
f6^4: 0.39589
GAUSSIAN POTENTIAL, DIFFERENTIATED (factors dimensionless)
R/bohr      g     g^2  f_perp   f_par       F
   2.0  0.6542  0.4280  0.1719 -0.0425  0.0111
   3.0  0.8427  0.7101  0.4276  0.0125  0.0610
   4.0  0.9407  0.8848  0.6864  0.2343  0.1936
   5.0  0.9816  0.9635  0.8646  0.5398  0.4435
   6.0  0.9953  0.9907  0.9540  0.7887  0.7180
   8.0  0.9998  0.9997  0.9974  0.9799  0.9718
  10.0  1.0000  1.0000  0.9999  0.9993  0.9991
R/bohr  energy with g*T  energy with differentiated g/R (mhartree)
   2.0     -267.50354       -6.90737
   3.0      -38.96541       -3.34975
   4.0       -8.64091       -1.89100
   5.0       -2.46655       -1.13533
   6.0       -0.84934       -0.61558
   8.0       -0.15254       -0.14828
  10.0       -0.04000       -0.03996
example distance, g on the bare tensor: -0.84934 mhartree = -23.112 meV
example distance, differentiated g/R: -0.61558 mhartree = -16.751 meV
overlap integral at example distance: 1.21824e-04 bohr^-3
trace of damped tensor there: -1.53089e-03 bohr^-3
-4 pi times overlap: -1.53089e-03 bohr^-3
f_par vanishes at R: 2.9036 bohr; R/s: 0.9679
F at that distance: 0.05358
dipole energy at R = 0, differentiated g/R: -15.52494 mhartree = -422.455 meV
power of R in g^2 C6/R^6 near R = 0: -4.0000
(1-F)/(1-g^2) at example distance: 30.212
(1-F)/(1-g^2) at R/s = 20: 214401.3
(4/3)(R/s)^4 at the same R/s: 213333.3
```
